# From Hydrogenic Bound Functions to the Energy-Normalised Coulomb Continuum: a program that tests the result

```python
"""
Result under test (Hartree atomic units, nuclear charge Z, E = k^2/2):
    u_E(r) = (1/Z) * (1 - exp(-2 pi Z/k))^(-1/2) * G(r; n = Z/(i k)),
where G(r; n) = n^(3/2) u_nl(r) is the scaled bound radial function, written
in closed form and continued in n, and u_E is the regular continuum function
normalised to a delta function in energy.
u = r R is the reduced radial function, l the angular momentum, nu = Z/k.
"""
import math
import numpy as np
import mpmath as mp
from scipy.integrate import solve_ivp

mp.mp.dps = 25


def leading_coefficient(Z, l, inv_n2):
    """Coefficient of r^(l+1) in G; inv_n2 = 1/n^2 may be negative."""
    product = 1.0
    for s in range(1, l + 1):
        product = product * (1 - s * s * inv_n2)
    return (math.sqrt(Z) * (2 * Z) ** (l + 1) / math.factorial(2 * l + 1)
            * np.sqrt(product))


def G_closed(r, n, l, Z):
    """Closed form of n^(3/2) u_nl for real or imaginary n."""
    n, r, Z = mp.mpmathify(n), mp.mpf(r), mp.mpf(Z)
    product = mp.mpf(1)
    for s in range(1, l + 1):
        product *= 1 - s * s / n**2
    x = 2 * Z * r / n
    return (mp.sqrt(Z) * (2 * Z * r) ** (l + 1) / mp.factorial(2 * l + 1)
            * mp.sqrt(product) * mp.exp(-x / 2)
            * mp.hyp1f1(l + 1 - n, 2 * l + 2, x))


def regular_series(r, E, Z, l, terms=100):
    """Regular solution r^(l+1)(1 + ...) and its slope, from the recurrence."""
    before, current = 0.0 * E, 1.0 + 0.0 * E
    value, slope = current * r ** (l + 1), (l + 1) * current * r**l
    for j in range(1, terms):
        new = (-2 * Z * current - 2 * E * before) / (j * (j + 2 * l + 1))
        before, current = current, new
        value = value + current * r ** (l + 1 + j)
        slope = slope + (l + 1 + j) * current * r ** (l + j)
    return value, slope


def correction(Z, k):
    return 1 / np.sqrt(-np.expm1(-2 * np.pi * Z / k))


def integrate_and_measure(Z, k, l, radii=None):
    """Integrate G/Z outward; return the factor that makes its amplitude
    energy-normalised, and the function so normalised at the given radii."""
    E, r0, R = k * k / 2, 0.02, 30 + 60 / k
    start = leading_coefficient(Z, l, -(k / Z) ** 2) / Z
    f0, d0 = regular_series(r0, E, Z, l, 40)

    def rhs(r, y):
        return [y[1], (l * (l + 1) / r**2 - 2 * Z / r - 2 * E) * y[0]]

    points = np.array(([] if radii is None else list(radii)) + [R])
    sol = solve_ivp(rhs, (r0, R), [start * f0, start * d0], method="DOP853",
                    rtol=1e-11, atol=1e-13, t_eval=points)
    assert sol.success
    f, df = sol.y[:, -1]
    p = math.sqrt(k * k + 2 * Z / R - l * (l + 1) / R**2)
    dp = (-Z / R**2 + l * (l + 1) / R**3) / p
    amplitude = math.sqrt(p * f * f + (df + dp * f / (2 * p)) ** 2 / p)
    factor = math.sqrt(2 / math.pi) / amplitude
    return factor, factor * sol.y[0, :-1]


# Closed form against power series, for both signs of n and of the energy
for Z, l, n in [(1, 0, 3), (2, 1, 2.7), (2, 2, 4),
                (2, 1, -0.25j), (1, 2, -1.3j), (1, 0, -0.5j)]:
    inv_n2 = (1 / complex(n) ** 2).real
    for r in (0.3, 1.5):
        series = regular_series(r, -Z * Z * inv_n2 / 2, Z, l)[0]
        series *= leading_coefficient(Z, l, inv_n2)
        for sign in (1, -1):
            closed = complex(G_closed(r, sign * n, l, Z))
            assert abs(closed - series) < 1e-8 * (1 + abs(series))

# Norm of the bound functions by quadrature
bound_norms = []
for Z, n, l in [(1, 1, 0), (2, 3, 1), (2, 5, 2)]:
    norm = mp.quad(lambda r: G_closed(r, n, l, Z) ** 2 / n**3,
                   [0, 5, 15, 35, 70, 120])
    bound_norms.append((Z, n, l, float(norm)))
    assert abs(norm - 1) < 1e-9

# Modulus of the gamma function
for l in range(4):
    for nu in (0.25, 1.0, 2.5):
        direct = abs(mp.gamma(l + 1 + 1j * nu)) ** 2
        formula = mp.pi * nu / mp.sinh(mp.pi * nu)
        for s in range(1, l + 1):
            formula *= s * s + nu * nu
        assert abs(direct / formula - 1) < 1e-13

# Correction factor measured from the integrated radial equation
factor_table = []
for k in (0.5, 1.0, 2.0, 4.0, 8.0, 16.0):
    measured = [integrate_and_measure(2, k, l)[0] for l in range(3)]
    expected = correction(2, k)
    assert max(abs(m / expected - 1) for m in measured) < 2e-5
    factor_table.append((k, expected, measured))

# Worked example
Z, l, k = 2, 1, 8.0
nu = Z / k
n_imag = -1j * nu
factor = correction(Z, k)
radii = [0.05, 0.1, 0.2, 0.5, 1.0, 2.0]
_, integrated = integrate_and_measure(Z, k, l, radii)
example = []
for r, u_num in zip(radii, integrated):
    g = complex(G_closed(r, n_imag, l, Z))
    assert abs(g.imag) < 1e-12
    u = factor * g.real / Z
    assert abs(u - u_num) < 2e-5
    example.append((r, g.real, g.real / Z, u, u_num))

# Asymptotic sine, with an error that must fall as 1/r
amplitude_E = math.sqrt(2 / (math.pi * k))
sigma = float(mp.arg(mp.gamma(l + 1 - 1j * nu)))
far = []
for r, tolerance in ((100.0, 3e-3), (1000.0, 3e-4)):
    u = factor * float(mp.re(G_closed(r, n_imag, l, Z))) / Z
    phase = k * r + nu * math.log(2 * k * r) - l * math.pi / 2 + sigma
    sine = amplitude_E * math.sin(phase)
    assert abs(u - sine) < tolerance * amplitude_E
    far.append((r, u, sine))

# Delta normalisation: norm of a Gaussian packet of continuum functions
Zp, lp, E0, width = 1, 1, 4.5, 0.3
energies = np.linspace(E0 - 7 * width, E0 + 7 * width, 161)
dE = energies[1] - energies[0]
k_grid = np.sqrt(2 * energies)
weight = np.exp(-(energies - E0) ** 2 / (2 * width**2))
h, steps = 0.01, 8000
start = leading_coefficient(Zp, lp, -(k_grid / Zp) ** 2) / Zp
u_old = start * regular_series(h, energies, Zp, lp, 30)[0]
u_now = start * regular_series(2 * h, energies, Zp, lp, 30)[0]
weights = np.array([weight * correction(Zp, k_grid), weight]) * dE
packet = np.zeros((steps + 1, 2))
packet[1], packet[2] = weights @ u_old, weights @ u_now


def numerov_term(i):
    r = i * h
    return h * h / 12 * (lp * (lp + 1) / r**2 - 2 * Zp / r - 2 * energies)


t_old, t_now = numerov_term(1), numerov_term(2)
for i in range(3, steps + 1):
    t_new = numerov_term(i)
    u_new = ((2 + 10 * t_now) * u_now - (1 - t_old) * u_old) / (1 - t_new)
    u_old, u_now, t_old, t_now = u_now, u_new, t_now, t_new
    packet[i] = weights @ u_now
required = np.sum(weight**2) * dE
norm_with, norm_without = np.sum(packet**2, axis=0) * h / required
assert abs(norm_with - 1) < 2e-5
assert norm_without < 0.95

# Threshold: both sides approach the same Bessel function
r_t, n_t, k_t = 1.0, 100, 0.02
below = float(mp.re(G_closed(r_t, n_t, l, Z))) / Z
above = (correction(Z, k_t)
         * float(mp.re(G_closed(r_t, -1j * Z / k_t, l, Z))) / Z)
bessel = float(mp.sqrt(2 * r_t) * mp.besselj(2 * l + 1, mp.sqrt(8 * Z * r_t)))
assert abs(below - bessel) < 1e-3 and abs(above - bessel) < 1e-3

# Vanishing charge: the free spherical wave must return
Z_small, k_free, r_free = 1e-6, 1.5, 2.0
for l_free in range(3):
    u = (correction(Z_small, k_free) / Z_small * float(mp.re(
        G_closed(r_free, -1j * Z_small / k_free, l_free, Z_small))))
    x = k_free * r_free
    free = float(mp.sqrt(2 / (mp.pi * k_free)) * mp.sqrt(mp.pi * x / 2)
                 * mp.besselj(l_free + 0.5, x))
    assert abs(u - free) < 1e-5

print("Atomic units; u_E in bohr^-1/2 hartree^-1/2, G in bohr^-1/2")
for Zb, nb, lb, norm in bound_norms:
    print(f"bound norm Z={Zb} n={nb} l={lb}: {norm:.10f}")
print(f"Example: Z={Z}, l={l}, k={k:.1f} bohr^-1, E={k*k/2:.1f} hartree")
print(f"nu = Z/k = {nu:.4f}, n = {n_imag.imag:.4f} i")
print(f"product over s of (1+s^2/nu^2) = {1 + 1/nu**2:.4f}")
print(f"exp(-2 pi Z/k) = {math.exp(-2*math.pi*nu):.6f}")
print(f"correction factor = {factor:.6f}")
print(f"energy-normalised amplitude = {amplitude_E:.6f}")
print(f"amplitude of G/Z = {amplitude_E/factor:.6f}")
print("r/bohr   G          G/Z        u_E        u_E integrated")
for r, g, gz, u, u_num in example:
    print(f"{r:5.2f} {g:10.6f} {gz:10.6f} {u:10.6f} {u_num:10.6f}")
print(f"Coulomb phase sigma_l = {sigma:.6f} rad")
for r, u, sine in far:
    print(f"r={r:.0f} bohr: u_E = {u:.6f}, asymptotic sine = {sine:.6f}")
print("Z=2: k/bohr^-1, factor by formula, measured for l=0,1,2")
for kk, expected, measured in factor_table:
    print(f"{kk:5.1f} {expected:.6f} " + " ".join(f"{m:.6f}" for m in measured))
print(f"Packet: Z={Zp}, l={lp}, centre {E0} hartree, width {width} hartree")
print(f"norm/required norm, with factor: {norm_with:.6f}")
print(f"norm/required norm, without factor: {norm_without:.6f}")
print(f"Threshold, Z={Z}, l={l}, r={r_t:.1f} bohr (bohr^-1/2 hartree^-1/2):")
print(f"bound n={n_t}: {below:.6f}")
print(f"continuum k={k_t} bohr^-1: {above:.6f}")
print(f"Bessel limit: {bessel:.6f}")
print("PASS")
```

Running it gives:

```
Atomic units; u_E in bohr^-1/2 hartree^-1/2, G in bohr^-1/2
bound norm Z=1 n=1 l=0: 1.0000000000
bound norm Z=2 n=3 l=1: 1.0000000000
bound norm Z=2 n=5 l=2: 1.0000000000
Example: Z=2, l=1, k=8.0 bohr^-1, E=32.0 hartree
nu = Z/k = 0.2500, n = -0.2500 i
product over s of (1+s^2/nu^2) = 17.0000
exp(-2 pi Z/k) = 0.207880
correction factor = 1.123581
energy-normalised amplitude = 0.282095
amplitude of G/Z = 0.251068
r/bohr   G          G/Z        u_E        u_E integrated
 0.05   0.036373   0.018187   0.020434   0.020434
 0.10   0.131560   0.065780   0.073909   0.073909
 0.20   0.383265   0.191633   0.215315   0.215315
 0.50   0.024942   0.012471   0.014012   0.014012
 1.00   0.377507   0.188754   0.212080   0.212080
 2.00   0.219374   0.109687   0.123242   0.123242
Coulomb phase sigma_l = -0.106741 rad
r=100 bohr: u_E = 0.227429, asymptotic sine = 0.227679
r=1000 bohr: u_E = 0.219880, asymptotic sine = 0.219906
Z=2: k/bohr^-1, factor by formula, measured for l=0,1,2
  0.5 1.000000 0.999998 0.999999 1.000000
  1.0 1.000002 1.000002 1.000002 1.000001
  2.0 1.000935 1.000935 1.000935 1.000935
  4.0 1.022333 1.022333 1.022333 1.022333
  8.0 1.123581 1.123581 1.123581 1.123581
 16.0 1.355738 1.355738 1.355738 1.355738
Packet: Z=1, l=1, centre 4.5 hartree, width 0.3 hartree
norm/required norm, with factor: 1.000000
norm/required norm, without factor: 0.876920
Threshold, Z=2, l=1, r=1.0 bohr (bohr^-1/2 hartree^-1/2):
bound n=100: 0.608357
continuum k=0.02 bohr^-1: 0.608352
Bessel limit: 0.608354
PASS
```
